\section*{Imry–Ma Estimates for Reversible and Rotatable Polarization in Random Fields}

Suppose that a random local field acts on every cell of a ferroelectric, and that its energy is well below the cost of reversing one cell against its neighbours. A cell-by-cell comparison then predicts that the ordered state survives. For a polarization that can only reverse, this is right in three dimensions. For one that can rotate it can be badly wrong: below, a small-angle estimate without anisotropy finds that a field too weak to reverse single cells turns the polarization through a radian within about 8 nm. The comparison fails because it considers one length only. Random energies and distortion energies grow differently with the size of a region, and large regions decide the matter.

\section{Counting energies}

Divide the material into cells of edge $a$ in $d$ dimensions. The polarization $\mathbf P$ has fixed magnitude $P_0$, and the energy is
\begin{equation}
F=\int d^dx\left[\frac g2|\nabla\mathbf P|^2-\mathbf E(\mathbf x)\cdot\mathbf P\right].
\end{equation}
The frozen field $\mathbf E$ has zero mean and rms value $E_0$ per component, with no correlation between cells or components. Its continuum form is
\begin{equation}
\langle E_i(\mathbf x)E_j(\mathbf x')\rangle=E_0^2a^d\,\delta_{ij}\,\delta(\mathbf x-\mathbf x').
\end{equation}
Temperature, dipolar forces and crystal anisotropy are left out at first. The natural energy and the dimensionless field strength are
\begin{equation}
J=gP_0^2a^{d-2},\qquad
\varepsilon=\frac{P_0E_0a^d}{J}=\frac{E_0a^2}{gP_0}.
\end{equation}

\subsection{Polarization that can only reverse}

Reverse a cube with $n$ cells along each edge. The sum of $n^d$ independent fields has rms value $E_0n^{d/2}$. Reversal changes each cell's polarization by $2P_0$, so half of all such cubes can gain an energy of typical size
\begin{equation}
G_{\rm I}=2\varepsilon J\,n^{d/2}.
\end{equation}
Across the boundary the polarization jumps by $2P_0$ in a distance $a$. Each broken bond costs $(g/2)(2P_0/a)^2a^d=2J$, and the cube has $2d\,n^{d-1}$ boundary bonds. Hence
\begin{equation}
\frac{\text{gain}}{\text{cost}}
=\frac{2\varepsilon J n^{d/2}}{4dJn^{d-1}}
=\frac{\varepsilon}{2d}\,n^{1-d/2}.
\label{ratio}
\end{equation}
For $d=1$ the ratio grows with size, and a weak field eventually wins. For $d=3$ it equals $\varepsilon/(6\sqrt n)$ and falls, so weak fields reverse only rare regions. For $d=2$ it does not depend on size, and this count cannot decide.

\subsection{Polarization that can rotate}

A rotating polarization needs no sharp wall. It can turn by about one radian over the whole region, with gradient $P_0/(na)$. Dropping factors of order one,
\begin{equation}
\text{cost}\sim gP_0^2\frac{(na)^d}{(na)^2}=Jn^{d-2},
\qquad \text{gain}\sim\varepsilon Jn^{d/2}.
\end{equation}
Equating them gives $n^{(4-d)/2}\sim1/\varepsilon$, or
\begin{equation}
n\sim\varepsilon^{-2/(4-d)},\qquad d<4.
\label{count}
\end{equation}
The marginal dimension has moved from two to four, because spreading the turn over the region removes one power of $n$ from the cost.

These are energy estimates and not proofs. They examine compact regions of one size at a time. They also address uniform order: its loss does not by itself imply that correlations decay exponentially.

\section{The Ising cases that need more care}

\subsection{One dimension}

Here the prefactor can be found. Let $S$ be the running sum of the random energies $P_0E a$ along the chain. Its variance grows by $\varepsilon^2J^2$ per cell. Reversing a segment creates two walls, costing $4J$, and gains $2|\Delta S|$, where $\Delta S$ is the change of $S$ across the segment. It pays when $|\Delta S|>2J$. In the ground state the walls therefore sit at the turning points of $S$ that are separated by excursions of at least $D=2J$.

For weak fields $S$ is a Brownian walk. Let $X$ be the depth of $S$ below its running maximum. This is a reflected Brownian walk, for which the mean of $X^2$ grows by $\varepsilon^2J^2$ per cell. Starting at $X=0$ and stopping when $X=D$, the mean number of cells $N$ obeys $D^2=\varepsilon^2J^2N$. At that moment $S$ is at its lowest value since the maximum, so the wait for a rise by $D$ starts afresh with the same mean. The mean domain length is thus
\begin{equation}
L_1=\frac{D^2}{\varepsilon^2J^2}\,a=\frac{4a}{\varepsilon^2}.
\end{equation}
At $\varepsilon=0.05$ this is 1600 cells. The exact ground state of one long random chain gave 1556. This 3\% difference is not the correction to the formula. The finite step of the walk raises $D$ by about $1.17\,\varepsilon J$, so the mean on the lattice is about 1690 cells, 6\% above the formula, and a sample of some 500 domains scatters by several per cent about that mean.

\subsection{Two dimensions}

At the marginal dimension, the shape of the wall matters. Take a wall with energy $\sigma$ per length, of order $J/a$, and let a piece of length $l$ bulge sideways by $w\ll l$. The extra length is of order $w^2/l$. The bulge sweeps about $wl/a^2$ cells, so choosing the favourable side gains about $C\sqrt{wl}$ with $C=2\varepsilon J/a$. The net gain is
\begin{equation}
G(w)=C\sqrt{wl}-\sigma\frac{w^2}{l}.
\end{equation}
Setting $dG/dw=0$ gives
\begin{equation}
\frac{C}{2}\sqrt{\frac lw}=\frac{2\sigma w}{l}
\quad\Longrightarrow\quad
w=\left(\frac{C}{4\sigma}\right)^{2/3}l .
\end{equation}
Multiplying the first relation by $w/2$ shows that the elastic cost is one quarter of $C\sqrt{wl}$. Therefore
\begin{equation}
\frac Gl=\frac{3C}{4}\sqrt{\frac wl}
=3\sigma\left(\frac{C}{4\sigma}\right)^{4/3}\propto\sigma\varepsilon^{4/3}.
\end{equation}
This gain per length is the same at every scale. If bulges at successive scales contribute independently, the wall energy falls logarithmically,
\begin{equation}
\sigma_{\rm eff}(l)\simeq\sigma\left[1-c\,\varepsilon^{4/3}\ln(l/l_0)\right],
\end{equation}
where $c$ is an undetermined number and $l_0$ is the smallest scale on which the wall can bulge. The wall energy vanishes at
\begin{equation}
\ln(L_2/l_0)\sim\frac{1}{c\,\varepsilon^{4/3}} .
\end{equation}
So the two-dimensional Ising state breaks up, but at a length that becomes exponentially large for weak fields. The derivation treats the wall as a smooth elastic line whose energy does not depend on its direction. On a square lattice of cells with sharp walls, a bulge on a wall along a lattice direction adds a length of about $2w$ instead. The same steps then give $w=(C/4\sigma)^2l$ and $G/l=C^2/(8\sigma)\propto\sigma\varepsilon^2$, which alone would give $\ln L_2\sim\varepsilon^{-2}$. Such walls do not set the breakup length, however. A tilted wall is a staircase, and it can be reshaped without adding bonds as long as it stays monotonic. If each of $k\sim\ln l$ scales changes the slope by $\delta$, the changes add randomly, so $\delta\sqrt k\lesssim1$, and the gain per length is of order $k\,C\sqrt\delta\sim\sigma\varepsilon\,k^{3/4}$. This is linear in $\varepsilon$ and exceeds the gain of an axial wall at weak field. It cancels the wall energy at $\ln L_2\sim\varepsilon^{-4/3}$, the same power as for the smooth wall.

Optimal elastic walls with pinned ends test both ingredients of the smooth case. Quadrupling the random strength at length 32 gave a gain exponent of 1.41, against $4/3$. At fixed strength the scaled gain per length was 0.69, 1.05 and 1.47 for lengths 8, 32 and 128. Logarithmic growth would give equal rises for equal factors of length; the rises are 0.37 and 0.42. Over this range of lengths the data show no saturation and agree with the estimate to some ten per cent. They do not establish the asymptotic law.

\section{Controlled response of a rotating polarization}

The count in Eq.~(\ref{count}) gives a power of $\varepsilon$ but not a usable length. For small angles the prefactor follows from linear response. Let $\mathbf P=P_0(\cos\theta,\sin\theta)$ in the plane of one rotation. Then $|\nabla\mathbf P|^2=P_0^2|\nabla\theta|^2$, and
\begin{equation}
-\mathbf E\cdot\mathbf P
=-P_0E_\parallel-P_0E_\perp\theta+\tfrac12P_0E_\parallel\theta^2+\dots
\end{equation}
The first term does not depend on $\theta$. The third has a random sign and is of higher order in the response to weak fields, so it is dropped. Minimizing what remains gives
\begin{equation}
-gP_0^2\nabla^2\theta=P_0E_\perp
\quad\Longrightarrow\quad
\theta_{\mathbf q}=\frac{E_{\perp,\mathbf q}}{gP_0q^2}.
\end{equation}
The random field has a flat spectrum, so the angle has spectrum $A/q^4$ with
\begin{equation}
A=\frac{E_0^2a^d}{g^2P_0^2}.
\end{equation}

\subsection{Three dimensions}

The mean-square difference of angle between two points a distance $r$ apart is
\begin{equation}
D(r)=\langle[\theta(\mathbf r)-\theta(0)]^2\rangle
=2A\int\frac{d^3q}{(2\pi)^3}\frac{1-\cos\mathbf q\cdot\mathbf r}{q^4}.
\end{equation}
Averaging over directions replaces $\cos\mathbf q\cdot\mathbf r$ by $\sin(qr)/(qr)$. With $d^3q\to4\pi q^2dq$ and $x=qr$,
\begin{equation}
D(r)=\frac{Ar}{\pi^2}\int_0^\infty\frac{x-\sin x}{x^3}\,dx .
\end{equation}
Two integrations by parts, whose boundary terms vanish, give
\begin{equation}
\int_0^\infty\frac{x-\sin x}{x^3}dx
=\frac12\int_0^\infty\frac{1-\cos x}{x^2}dx
=\frac12\int_0^\infty\frac{\sin x}{x}dx=\frac\pi4 .
\end{equation}
Hence $D(r)=Ar/(4\pi)$. Define the breakup length by $D(L)=1\ \mathrm{rad}^2$:
\begin{equation}
L=\frac{4\pi g^2P_0^2}{E_0^2a^3}=\frac{4\pi a}{\varepsilon^2}.
\label{L}
\end{equation}
The power agrees with the count, but the length is $4\pi$ times larger. Linear response is controlled for $D\ll1$; using it up to one radian is the remaining estimate. On a lattice of $16^3$ cells with $\varepsilon=0.2$, the full nonlinear energy minimum had a correlation of 0.997 with the linear solution and a variance ratio of 1.001. That lattice is much smaller than $L$, so this tests the small-angle result and not its extension to one radian.

\subsection{Other dimensions}

For $d\le2$ the integral for $D(r)$ diverges at small $q$, so it is safer to use the variance $V$ of the angle about its mean in a box of edge $R$. The smallest wavevector is then of order $1/R$, and
\begin{equation}
V(R)\sim A\int_{1/R}^{1/a}q^{d-5}\,dq .
\end{equation}
For $d<4$ the lower limit dominates and $V\sim\varepsilon^2(R/a)^{4-d}$, which reproduces Eq.~(\ref{count}). At $d=4$ the solid angle is $2\pi^2$, so
\begin{equation}
V\simeq\varepsilon^2\frac{2\pi^2}{(2\pi)^4}\ln\frac Ra
=\frac{\varepsilon^2}{8\pi^2}\ln\frac Ra .
\end{equation}
The squared difference between distant points is twice a variance. It reaches one at $L\sim a\exp(4\pi^2/\varepsilon^2)$, up to a constant factor. For $d>4$ the integral converges as $R\to\infty$, and a weak field leaves the order in place.

Lattice sums give growth exponents of 3.00, 2.00, 1.00, 0.00 and $-1.00$ for $d=1$ to 5, as $4-d$ requires. They were taken from the increments of $V$ on doubling the box. Zero therefore means equal increments, which is logarithmic growth, and $-1$ means increments that halve each time, so that $V$ saturates.

For weak fields the two kinds of order compare as follows, in units of $a$:
\begin{center}
\begin{tabular}{ccc}
$d$ & reversal only & free rotation\\
1 & $4/\varepsilon^2$ & $\sim\varepsilon^{-2/3}$\\
2 & $\ln L\sim\varepsilon^{-4/3}$ (smooth wall) & $\sim\varepsilon^{-1}$\\
3 & order survives & $\sim4\pi/\varepsilon^2$\\
4 & order survives & $\ln L\sim4\pi^2/\varepsilon^2$
\end{tabular}
\end{center}

\section{Forces that a ferroelectric adds}

\subsection{Dipolar forces}

In three dimensions $\mathbf P$ can tilt in two independent directions. With short-range forces alone both are soft, the total $D$ doubles, and $L$ is halved. A polarization wave with $\mathbf q\cdot\delta\mathbf P\neq0$, however, carries bound charge. Let $\vartheta$ be the angle between $\mathbf q$ and the mean polarization. Tilting towards the transverse part of $\mathbf q$ gives $|\mathbf q\cdot\delta\mathbf P|=qP_0|\theta|\sin\vartheta$. In a medium of relative permittivity $\epsilon_r$ its electrostatic energy changes the stiffness from $gq^2$ to
\begin{equation}
gq^2+\frac{\sin^2\vartheta}{\epsilon_0\epsilon_r}
=g\left(q^2+\frac{\sin^2\vartheta}{\xi^2}\right),
\qquad \xi=\sqrt{\epsilon_0\epsilon_rg}.
\end{equation}
The tilt perpendicular to both $\mathbf q$ and the mean polarization carries no charge and stays soft. Equation~(\ref{L}) then applies to the total rotation, apart from a contribution of the stiff tilt that is small when $\xi\ll L$. Dipolar forces lengthen $L$ by up to a factor of two but do not restore order.

They also restrict which fields matter. The field of frozen charges is $\mathbf E=-\nabla\varphi$, and integration by parts, without a surface term, gives
\begin{equation}
\int\mathbf E\cdot\delta\mathbf P\,d^3x=\int\varphi\,\nabla\cdot\delta\mathbf P\,d^3x .
\end{equation}
To first order in the tilt, this vanishes for the soft, divergence-free waves. Because $\mathbf P$ has fixed length, a weaker coupling to them remains at higher order. In Eq.~(\ref{L}), $E_0$ must therefore describe a local bias that is not curl-free, such as one from short-range bonding. The charges do drive the stiff tilt at first order. For uncorrelated charges of variance $Q^2$ per cell its spectrum is $Q^2\sin^2\vartheta/[a^3P_0^2q^2(\xi^2q^2+\sin^2\vartheta)^2]$. Integrating without a cutoff gives a squared difference between distant points of $Q^2/(8a^3P_0^2\xi)$. This spread is bounded, but it is small only if $Q\ll P_0\sqrt{8a^3\xi}$.

\subsection{Crystal anisotropy}

Near an easy direction, add an energy density $(\kappa/2)\theta^2$. The response becomes
\begin{equation}
\theta_{\mathbf q}=\frac{E_{\perp,\mathbf q}}{gP_0(q^2+\ell^{-2})},
\qquad \ell=P_0\sqrt{g/\kappa}.
\end{equation}
With $m=1/\ell$, the Fourier transform of $1/(q^2+m^2)$ is $e^{-mr}/(4\pi r)$. Differentiating with respect to $m^2$ shows that the transform of $1/(q^2+m^2)^2$ is $e^{-mr}/(8\pi m)$. Thus
\begin{equation}
D(r)=2A\,\frac{1-e^{-mr}}{8\pi m}
=\frac{\ell}{L}\left(1-e^{-r/\ell}\right).
\end{equation}
For $r\ll\ell$ this returns to $r/L$. For $r\gg\ell$ it saturates at $\ell/L$. It reaches one only if $\ell>L$, at
\begin{equation}
L_\kappa=-\ell\ln(1-L/\ell).
\end{equation}
If $\ell\ll L$, the polarization is held near discrete easy directions before the random field has turned it, and the Ising count applies at larger scales. Since $L\propto E_0^{-2}$, the harmonic spread can reach $1\ \mathrm{rad}^2$ only for a field above
\begin{equation}
E_{\rm th}=E_0\sqrt{L/\ell}.
\end{equation}
This is an estimate and not a strict lower bound for breakup. A fourfold anisotropy with the same curvature, $(\kappa/16)(1-\cos4\theta)$, has its maximum already at $45^\circ$. It holds the polarization less firmly than the parabola and can give way at a weaker field. For weak enough fields, however, $L\gg\ell$ and the anisotropy wins. The statement that arbitrarily weak fields destroy rotatable order in three dimensions thus requires vanishing anisotropy.

\section{A relaxor-like example}

In lead magnesium niobate, magnesium and niobium ions share one lattice site. They differ in charge and in bonding. By the argument above, the electrostatic field of the charge disorder does not drive the soft waves to first order, so $E_0$ here stands for a random bias from short-range bonding. The action of the charges on the stiff tilt is left out of $L$ and is sized below. Take rough values in its regime: $a=0.40$ nm, $P_0=30\ \mu\mathrm{C/cm^2}$ and $g=2.0\times10^{-10}\ \mathrm{J\,m^3/C^2}$. The values $E_0=3.0$ MV/cm and $\kappa=0.10\ \mathrm{MJ/m^3}$ are assumptions. Then $J=44.9$ meV, $P_0E_0a^3=36.0$ meV, and
\begin{equation}
\varepsilon=\frac{36.0}{44.9}=0.80,\qquad
L=\frac{4\pi(0.40\ \mathrm{nm})}{0.80^2}=7.9\ \mathrm{nm},
\end{equation}
about 20 cells. The bare count $a/\varepsilon^2=0.63$ nm would have suggested fewer than two cells. Without dipolar forces $L$ would be 3.9 nm.

Keep the same bonds and field, but allow reversal only. The wall energy is $2gP_0^2/a=90\ \mathrm{mJ/m^2}$. The gain-to-cost ratio is $0.80/6=0.13$ for one cell and 0.042 for a cube ten cells wide. An exact ground state of $12^3$ cells was fully aligned. At the stronger field $\varepsilon=1.7$, exact Ising ground states retained an average order of 0.999 on $12^3$ cells but 0.15 on $48^2$ cells. These finite samples show the contrast between dimensions without replacing the infinite-size argument.

The neglected effects can now be sized for the rotating case.

\begin{itemize}
\item The cell structure changes $D$ by 1.5\% at 20 cells.
\item With $\epsilon_r=100$, $\xi=0.42$ nm, and the bias $E_0$ acting on the stiff tilt adds about $0.07\ \mathrm{rad}^2$ to the criterion of $1\ \mathrm{rad}^2$. The charge disorder acts on it far more strongly. Uncorrelated formal charges on the shared site have $Q^2=2e^2$, which gives $Q^2/(8a^3P_0^2\xi)=2.6\ \mathrm{rad}^2$. On the lattice this harmonic spread passes $1\ \mathrm{rad}^2$ within four to five cells and is about $2\ \mathrm{rad}^2$ at 20 cells. It is outside the small-angle range and would be reduced by a larger permittivity or by chemical order, but it cannot be neglected beside the effect of $E_0$.
\item Anisotropy gives $\ell=13.4$ nm and, in the harmonic estimate, moves breakup to $L_\kappa=11.8$ nm. The harmonic threshold is $3.0\sqrt{7.85/13.42}=2.3$ MV/cm, which the assumed field exceeds by 30\%. An anisotropy that flattens at larger angles would have a weaker effect.
\item At 300 K the harmonic thermal variance of the soft tilt is $0.145\ \mathrm{rad}^2$. Between distant points it contributes twice this, $0.29\ \mathrm{rad}^2$. The stiff tilt adds a somewhat smaller amount of its own, so the thermal spread is not small beside the criterion. In three dimensions it stays bounded, because $\int d^3q/q^2$ converges at small $q$; it blurs the criterion but hardly grows beyond a few cells.
\end{itemize}

Lead magnesium niobate in zero applied field is known for polar correlations on a scale of nanometres rather than uniform ferroelectric order. The model length is of that size, but $E_0$ was assumed and the charge disorder was left out of it, so this is neither a prediction nor evidence for the cause. The permittivity of 100 is far below the material's low-frequency value, which is in the thousands; it stands for the response without reorientation of the polarization, since reorientation is already in the model. A larger choice would soften the stiff tilt and, without anisotropy, move $L$ from 7.9 towards 3.9 nm. The independence of neighbouring cells is also doubtful, because the two ions show partial chemical order. If blocks two cells wide shared the same bias, $a^3$ in the noise strength would become $(2a)^3$ and Eq.~(\ref{L}) would give a length eight times smaller, about 1 nm. That is close to the block width, so the continuum estimate fails there and only the strong shortening can be trusted. Alternating biases would instead cancel at long wavelengths. Partial cancellation lengthens $L$; with complete cancellation the harmonic spread saturates and may never reach the criterion. The numerical output below gives the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, chosen)
cell edge a = 0.40 nm
polarization P0 = 30 uC/cm2
gradient coefficient g = 2.0e-10 J m3/C2
rms random field E0 = 3.0 MV/cm
anisotropy kappa = 0.10 MJ/m3
relative permittivity = 100
temperature = 300 K
ROTATING POLARIZATION, d = 3
bond energy J = 44.9 meV
random energy P0 E0 a^3 = 36.0 meV
strength eps = 0.800
bare count a/eps^2 = 0.625 nm
breakup length, one soft rotation = 7.85 nm
same in cells = 19.6
breakup length, two soft rotations = 3.93 nm
ISING POLARIZATION, same bonds, d = 3
wall energy = 90 mJ/m2
gain/cost, cube of 1 cell = 0.133
gain/cost, cube edge 10 cells = 0.042
exact ground-state order, 12^3 cells = 1.0000
NEGLECTED EFFECTS
lattice/continuum spread at 20 cells = 1.015
dipolar screening length xi = 0.421 nm
spread of stiff rotation = 0.068 rad^2
anisotropy length ell = 13.42 nm
breakup length with anisotropy = 11.81 nm
largest spread with anisotropy = 1.71 rad^2
threshold random field = 2.30 MV/cm
thermal variance, soft rotation = 0.145 rad^2
TESTS IN OTHER DIMENSIONS (J = 1, a = 1)
d = 1: angle-variance growth exponent = 2.998
d = 2: angle-variance growth exponent = 1.999
d = 3: angle-variance growth exponent = 0.999
d = 4: angle-variance growth exponent = 0.000
d = 5: angle-variance growth exponent = -0.998
d = 4: slope against ln L, times 8 pi^2 = 1.0000
rotor minimum vs linear: correlation = 0.9973
rotor minimum vs linear: variance ratio = 1.001
Ising chain, eps = 0.05: domain = 1556 cells
Ising chain formula 4/eps^2 = 1600 cells
d = 2 wall: exponent of gain in field = 1.410
d = 2 wall: gain/length, l = 8 = 0.685 (scaled)
d = 2 wall: gain/length, l = 32 = 1.051 (scaled)
d = 2 wall: gain/length, l = 128 = 1.470 (scaled)
Ising order at eps = 1.7, 48^2 cells = 0.146
Ising order at eps = 1.7, 12^3 cells = 0.999
\end{verbatim}
